Wagner's parabolic rate constant as a conductivity integral over oxygen pressure

**The rate constant of a growing oxide scale**

A model oxide scale at 1300 K, with oxygen at 0.20 bar outside it, thickens with a rate constant of 1.29×10⁻¹⁰ cm²/s. If its electronic carriers moved without resistance, the constant would be 3.58×10⁻¹⁰ cm²/s; if its ions did, 4.25×10⁻¹⁰ cm²/s. The real value is about a third of either. Neither carrier can therefore be called the slow one for the scale as a whole, and adding the two limits as resistances in series gives 1.95×10⁻¹⁰ cm²/s, which is too large. Resistivities averaged over the thickness do add exactly, but that average requires the oxygen profile. What is needed is the local law of transport, integrated from the metal to the gas.

**Carriers and driving forces**

Let a dense, adherent scale of thickness L lie between a metal and oxygen gas, with x running from metal to gas. The oxide contains cations of charge +z, oxide ions of charge −2, and electronic carriers. Their partial conductivities σ_M, σ_O and σ_el depend on temperature, which is uniform, and on the local oxygen pressure p, measured in bar. The pressure inside the solid is a label for the chemical potential of oxygen there: it is the pressure of gas that would be in equilibrium with that layer.

Each carrier is driven by the gradient of its own electrochemical potential η; cross coefficients between carriers are neglected. For a species of charge number q the molar flux is −(σ/q²F²) dη/dx, and the current is qF times the flux. With q = z, −2 and −1,

i_M = −(σ_M/zF) dη_M/dx,
i_O = (σ_O/2F) dη_O/dx,
i_el = (σ_el/F) dη_e/dx. (1)

In a uniform material dη/dx = qF dφ/dx, with φ the electric potential, and each line reduces to Ohm's law, i = −σ dφ/dx. Holes have q = +1 and, in equilibrium with electrons, dη_h = −dη_e, so their current has the form of the last line; σ_el is the sum of the electron and hole conductivities.

Local equilibrium between atoms, ions and electrons (M = M^{z+} + z e⁻ and O + 2e⁻ = O²⁻) gives

η_M = μ_M − zη_e, η_O = μ_O + 2η_e, (2)

where μ_M and μ_O belong to the neutral atoms. One mole of oxygen in the oxide is accompanied by 2/z mole of metal. If the departure from this ratio is small, the Gibbs-Duhem relation is (2/z)dμ_M + dμ_O = 0, so

dμ_M = −(z/2) dμ_O. (3)

Insert (2) and (3) into the first line of (1):

i_M = −(σ_M/zF)[−(z/2) dμ_O/dx − z dη_e/dx]
= (σ_M/F)[½ dμ_O/dx + dη_e/dx].

The second line gives

i_O = (σ_O/2F)[dμ_O/dx + 2 dη_e/dx]
= (σ_O/F)[½ dμ_O/dx + dη_e/dx].

The brackets are identical: cations moving outward and oxide ions moving inward answer to the same force. With σ_ion = σ_M + σ_O, the ionic current is

i_ion = (σ_ion/F)[½ dμ_O/dx + dη_e/dx]. (4)

**Elimination of the internal field**

No external circuit is connected, and the scale stays electrically neutral, so i_ion + i_el = 0. From (4) and the last line of (1),

½σ_ion dμ_O/dx + (σ_ion + σ_el) dη_e/dx = 0,

dη_e/dx = −½ [σ_ion/(σ_ion + σ_el)] dμ_O/dx. (5)

Put this into (4). The bracket becomes ½[1 − σ_ion/(σ_ion + σ_el)] dμ_O/dx, and the difference equals σ_el/(σ_ion + σ_el). Hence

i_ion = (σ*/2F) dμ_O/dx, σ* = σ_ion σ_el/(σ_ion + σ_el). (6)

For an ideal gas μ_O = ½μ(O₂) = constant + ½RT ln p, which supplies another factor of one half:

i_ion = (RT/4F) σ* d ln p/dx. (7)

Since p rises towards the gas, i_ion is positive: cations moving outward and oxide ions moving inward both count as outward current, which the electronic current compensates. The combination σ* is that of two resistances in series. Ions and electrons are different paths for charge, but growth needs both, and the same magnitude of current must pass through each.

**From ionic current to thickness**

Equation (7) can be integrated easily if i_ion is the same at every x. This needs proof, because i_M and i_O may each vary when the ratio σ_M/σ_O does.

Let V_O be the oxide volume per mole of oxygen atoms, v(x) the local velocity of the oxide lattice, and j_M, j_O the molar fluxes relative to that lattice. The site densities are 1/V_O for oxygen and 2/(zV_O) for metal. Neglecting the small change in stored nonstoichiometry, conservation of the two elements requires

d(v/V_O + j_O)/dx = 0, d(2v/(zV_O) + j_M)/dx = 0. (8)

Solving each for the velocity gradient gives

dv/dx = −V_O dj_O/dx = −(zV_O/2) dj_M/dx. (9)

The last equality says that z j_M − 2j_O does not vary with x. Multiplied by F, this is i_ion, which is therefore uniform.

Let the scale extend from x = a to x = b. No oxygen enters the metal, so the oxygen flux relative to the moving inner face vanishes; no metal enters the gas, so the metal flux relative to the outer face vanishes:

(v(a) − da/dt)/V_O + j_O(a) = 0,
2(v(b) − db/dt)/(zV_O) + j_M(b) = 0. (10)

Solve for the two face velocities and subtract:

dL/dt = (zV_O/2) j_M(b) − V_O j_O(a) + v(b) − v(a). (11)

By (9), v(b) − v(a) = −V_O[j_O(b) − j_O(a)]. The terms in j_O(a) cancel, leaving

dL/dt = V_O[(z/2) j_M(b) − j_O(b)] = V_O i_ion/(2F). (12)

The result assumes that lattice created or removed in the interior leaves the scale dense.

**Integration between the two equilibria**

Suppose both interface reactions are fast enough to hold equilibrium. At the outer face p = p_g, the gas pressure. At the inner face the oxide coexists with pure metal, so its standard Gibbs energy of formation at T, per mole of oxygen atoms, satisfies ΔG = ½RT ln p_m, or

p_m = exp(2ΔG/RT). (13)

Integrate (7) over x. Its left side is uniform and yields i_ion L; on the right, σ* depends on position through p alone, so the variable can be changed to ln p:

i_ion L = (RT/4F) ∫ σ* d ln p, from p_m to p_g. (14)

Substitution into (12) gives

L dL/dt = k,

k = (V_O RT/8F²) ∫ σ_ion σ_el/(σ_ion + σ_el) d ln p, from p_m to p_g. (15)

The factor 8 is 4 from (7) times 2 from (12). Nothing in k depends on L, so for constant temperature and gas pressure

L² = L₀² + 2kt. (16)

Where the parabolic law is written L² = k_p t, with L₀ = 0, the constant is k_p = 2k.

Integrating (7) only as far as a pressure p gives the profile:

x/L = ∫ σ* d ln p (p_m to p) / ∫ σ* d ln p (p_m to p_g), (17)

with x measured from the inner face. The gradient of ln p is steep where σ* is small. Differentiating (15) at its upper limit gives

dk/d ln p_g = (V_O RT/8F²) σ*(p_g), (18)

so a measured pressure dependence of k determines σ* at the outer face, provided that the assumptions hold.

Since σ* is smaller than both σ_ion and σ_el, replacing it by either one gives an upper bound on k. When electrons conduct far better throughout, σ* ≈ σ_ion and ions control growth; in the reverse case σ* ≈ σ_el. An oxide may pass from one regime to the other between its faces.

**A scale that changes regime**

Take ΔG = −130 kJ/mol, V_O = 11.0 cm³/mol and T = 1300 K. Equation (13) gives p_m = 3.575×10⁻¹¹ bar. With p_g = 0.20 bar, ln(p_g/p_m) = 22.445, and the prefactor in (15) is 1.5965×10⁻⁶ cm³/(S s).

In model B, doping fixes the concentration of oxygen vacancies, so σ_O = 1.0×10⁻⁵ S/cm is constant. Holes form when oxygen fills a vacancy, ½O₂ + vacancy = oxide ion + 2 holes. At fixed vacancy concentration the squared hole concentration varies as p^{1/2}, so σ_h ∝ p^{1/4}. Take σ_h = 1.0×10⁻⁴ S/cm at 1 bar. It then rises from σ_h,m = 2.445×10⁻⁷ S/cm at the metal to σ_h,g = 6.687×10⁻⁵ S/cm at the gas. The model leaves out conduction electrons, whose conductivity grows as p^{−1/4} towards the metal and can exceed that of holes there in a real doped oxide. A term 1.2×10⁻⁸ p^{−1/4} S/cm, for example, would be twenty times σ_h,m at the inner face and would raise k to 1.50×10⁻¹⁰ cm²/s.

Because d ln p = 4 dσ_h/σ_h,

∫ σ* d ln p = 4σ_O ∫ dσ_h/(σ_O + σ_h)
= 4σ_O ln[(σ_O + σ_h,g)/(σ_O + σ_h,m)]. (19)

The ratio of sums is 7.687×10⁻⁵/1.02445×10⁻⁵ = 7.504, whose logarithm is 2.015. Thus

k = 1.5965×10⁻⁶ × 4.0×10⁻⁵ × 2.015 = 1.29×10⁻¹⁰ cm²/s,

the value quoted at the beginning. The two bounds there are 1.5965×10⁻⁶ times σ_O × 22.445 and times 4(σ_h,g − σ_h,m), respectively. Starting from L₀ = 0, the scale is 96 µm thick after 100 h.

The conductivities are equal at 1.0×10⁻⁴ bar. Equation (17) places this pressure at

x/L = ln(2.0×10⁻⁵/1.02445×10⁻⁵)/2.015 = 0.332.

Holes limit the inner third of the scale and ions the outer two thirds. The inner third nevertheless takes up ln(10⁻⁴/3.575×10⁻¹¹) = 14.84 of the total 22.445, or 66% of the chemical driving force, because σ* is small there. Each bound ignores the resistance of one carrier throughout the scale. Here each carrier is the more resistive one over a substantial part of the scale, and both bounds are roughly three times k.

At the outer face (18) gives 1.39×10⁻¹¹ cm²/s. Divided by k, this is a local pressure exponent of 0.108. It is below the hole exponent of ¼ because the constant ionic conductivity limits the rise of σ* towards the gas.

As a test of the reduction, equations (1) to (3) were solved numerically across the scale with zero total current, without first forming σ*. With the uniform current and (12) taken as derived, the resulting k differs from (15) by 2.4×10⁻⁹ of its value, a residual set by the integration tolerance.

**Vacancies and the meaning of the internal field**

Model A is an oxide MO with z = 2 and immobile oxide ions. Cations move through vacancies of effective charge −2 and concentration c, balanced by holes of concentration 2c. Vacancies form by ½O₂ = oxide ion + vacancy + 2 holes. For dilute defects, mass action gives c(2c)² ∝ p^{1/2}, hence c ∝ p^{1/6}.

With diffusion coefficients D_V and D_h, the Nernst-Einstein relation gives σ_M = 4F²D_V c/RT and σ_el = 2F²D_h c/RT. Therefore

σ* = (F²c/RT) × 8D_V D_h/(4D_V + 2D_h)
= (F²c/RT) × 4D_V D_h/(2D_V + D_h).

Since d ln p = 6 dc/c, the integral of c d ln p is 6(c_g − c_m), where the subscripts denote the gas and metal sides. Equation (15) becomes

k = V_O D̃(c_g − c_m), D̃ = 3D_V D_h/(D_h + 2D_V). (20)

The same D̃ follows directly from defect diffusion. With f = (F/RT) dφ/dx and c′ = dc/dx, the fluxes are

J_V = −D_V(c′ − 2cf), J_h = −2D_h(c′ + cf).

Zero current means J_h = 2J_V, so D_V(c′ − 2cf) = D_h(c′ + cf), and

cf = (D_V − D_h)c′/(2D_V + D_h).

Substitution yields J_V = −3D_V D_h c′/(2D_V + D_h) = −D̃c′. When D_h ≫ D_V, D̃ approaches 3D_V: the fast holes set up a field that pulls the vacancies along and triples their flux.

For D_V = 1.0×10⁻⁸ cm²/s and D_h = 1.0×10⁻³ cm²/s this limit applies. If the vacancy site fraction X = V_O c is 1.0×10⁻³ at 1 bar, it is X_g = 7.647×10⁻⁴ at the gas side and 1.815×10⁻⁵ at the metal side. The difference, δ = 7.466×10⁻⁴, gives

k = 3 × 1.0×10⁻⁸ × 7.466×10⁻⁴ = 2.24×10⁻¹¹ cm²/s,

or k_p = 4.48×10⁻¹¹ cm²/s. After 100 h the thickness is 40.2 µm. An oxide layer of thickness L contains L/V_O moles of oxygen per unit area, so the mass gain is that number times the molar mass of oxygen atoms: 5.84 mg/cm².

**The cost of neglecting storage**

Equation (8) omitted the vacancies needed to fill a thickening scale. For model A the omission can be assessed. Measure x from the inner face, which is fixed to the lattice because oxide ions do not move. Then ∂c/∂t = D̃ ∂²c/∂x². Try c = C(y), with y = x/L and s = L(dL/dt)/D̃. The time derivative is −y(dL/dt)C′/L, so

C″ = −s y C′, C′ = V_O⁻¹ δ exp(−sy²/2)/I, I = ∫ exp(−sy²/2) dy from 0 to 1.

New oxide at the outer face contains 1/V_O − c_g cations per unit volume. The cation balance (1/V_O − c_g) dL/dt = D̃C′(1)/L becomes

s = [δ/(1 − X_g)] exp(−s/2)/I. (21)

The steady profile corresponds to s = δ. For small s, exp(−s/2) ≈ 1 − s/2 and I ≈ 1 − s/6, so their ratio is 1 − s/3 and

s/δ ≈ 1 + X_g − δ/3. (22)

The numerical solution of (21) raises k by 0.052% relative to (20). This is the correction within the dilute-defect model; site exclusion, which that model omits, shifts k by a comparable amount, of order 0.1%. Growth remains parabolic, since s is constant; small nonstoichiometry is what makes the steady profile accurate.

**Where the new oxide appears**

The total rate (12) does not say where lattice is added. In (11) the first term is growth at the outer face, the second growth at the inner face, and the velocity difference is the interior contribution. Divided by the total, the first two are i_M(b)/i_ion and i_O(a)/i_ion. Because the ions share one driving force, these are the local ratios σ_M/σ_ion and σ_O/σ_ion.

Model C is an M₂O₃ scale whose conductivities are assigned for illustration, not derived from defect equilibria: σ_M = 1.0×10⁻⁵ p^{1/6} S/cm, constant σ_O = 1.0×10⁻⁶ S/cm, and σ_h = 1.0×10⁻³ p^{1/6} S/cm. Cations dominate ionic transport near the gas and oxide ions near the metal. The outer face contributes 88% of the net growth, the inner face 85%, and the interior −73%. The negative share means that metal leaves the interior outward while oxygen leaves it inward, so lattice must disappear there. If it cannot collapse, pores form, and the dense-scale assumption behind k = 1.05×10⁻¹⁰ cm²/s fails.

Other failures can be read from the derivation. As L tends to zero, k/L grows without bound, so a finite interface reaction rate must eventually take control in a very thin scale. Local neutrality cannot be assumed when the scale is not much thicker than the screening length, the distance over which space charge extends. Oxygen dissolving in the metal or oxide evaporating into the gas violates (10). A scale of several oxide phases needs (15) layer by layer. In polycrystalline scales grain boundaries often carry much of the ionic flux, so bulk conductivities can underestimate k. Cracks break the transport path, and a microstructure that changes with time makes σ* depend on more than p, so k need not remain constant. The numerical output below lists the inputs and results for all three models.

Values computed for the example and the checks

```
COMMON INPUTS
temperature = 1300 K
oxide volume per mol O = 11.0 cm^3/mol
formation energy per mol O = -130 kJ/mol
metal-side pressure p_m = 3.575e-11 bar
gas pressure p_g = 0.20 bar
ln(p_g/p_m) = 22.445
prefactor V_O R T/(8 F^2) = 1.5965e-06 cm^3/(S s)
MODEL A: vacancies and holes
vacancy site fraction at 1 bar = 1.0e-03
D_V = 1.0e-08 cm^2/s
D_h = 1.0e-03 cm^2/s
site fraction, metal side = 1.815e-05
site fraction, gas side = 7.647e-04
cation conductivity, metal side = 5.684e-08 S/cm
cation conductivity, gas side = 2.395e-06 S/cm
hole conductivity, gas side = 1.198e-01 S/cm
k = 2.2397e-11 cm^2/s
k_p = 2k = 4.4794e-11 cm^2/s
mass rate constant = 9.4758e-11 g^2/(cm^4 s)
time = 100 h
thickness from L0=0 = 40.16 um
oxygen mass gain = 5.841 mg/cm^2
moving-boundary correction to k = 0.0516 %
MODEL B: oxide ions and holes
oxide-ion conductivity = 1.0e-05 S/cm
hole conductivity at 1 bar = 1.0e-04 S/cm
hole conductivity, metal side = 2.445e-07 S/cm
hole conductivity, gas side = 6.687e-05 S/cm
k = 1.2870e-10 cm^2/s
k if only ions limited = 3.5833e-10 cm^2/s
k if only holes limited = 4.2548e-10 cm^2/s
pressure of equal conductivities = 1.000e-04 bar
its position x/L from metal = 0.3319
dk/d ln p_g = 1.3888e-11 cm^2/s
thickness after 100 h, L0=0 = 96.26 um
MODEL C: both ions mobile, M2O3
cation conductivity at 1 bar = 1.0e-05 S/cm
oxide-ion conductivity = 1.0e-06 S/cm
hole conductivity at 1 bar = 1.0e-03 S/cm
k = 1.0544e-10 cm^2/s
growth share, outer face = 88.44 %
growth share, inner face = 84.64 %
growth share, interior = -73.07 %
CHECKS: full carrier equations against the integral
relative difference, B = 2.4e-09
relative difference, C = 5.8e-09
```
